# Elastic constants of icosahedral solids, with and without phason strain: verification in Python

```python
"""
Elastic invariants of an icosahedral body.
Result under test: icosahedral symmetry allows 2 second-order elastic constants
(isotropic), 4 third-order constants (isotropy allows 3), and 5 quadratic
constants when phason strain is included.
E : symmetric Green-Lagrange strain;  t = tr E
W : phason strain, W_ij = d w_i / d x_j, changed by a rotation to R' W R^T
n_a, n'_a : six fivefold axes in physical space and their conjugates
q_a = n_a.E n_a ;  p_a = n'_a.W n_a
F = lam t^2/2 + mu tr E^2 + K1 |W|^2/2 + K2 sum p^2/2 + K3 sum q p
    + A tr E^3/3 + B t tr E^2 + C t^3/3 + D J
J = sum q^3 minus its average over all rotations
"""
import itertools
import math
import numpy as np
from scipy.linalg import block_diag
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
golden = (1 + math.sqrt(5)) / 2
axes = np.array([[0, 1, golden], [0, -1, golden], [1, golden, 0],
                 [-1, golden, 0], [golden, 0, 1], [golden, 0, -1]])
axes /= np.linalg.norm(axes[0])
dots = axes @ axes.T
sign_matrix = math.sqrt(5) * (dots - np.eye(6))
assert np.allclose(sign_matrix @ sign_matrix, 5 * np.eye(6))
sign_values, sign_vectors = np.linalg.eigh(sign_matrix)
assert np.allclose(sign_values[:3], -math.sqrt(5))
conj_axes = math.sqrt(2) * sign_vectors[:, :3]
assert np.allclose(conj_axes @ conj_axes.T, 2 * np.eye(6) - dots)


def rotation(axis, angle):
    return Rotation.from_rotvec(angle * np.asarray(axis, float)).as_matrix()


def signed_permutation(R):
    overlap = axes @ R.T @ axes.T
    return np.where(np.abs(overlap) > 0.9, np.sign(overlap), 0.0)


def conjugate_rotation(R):
    return 0.5 * (signed_permutation(R) @ conj_axes).T @ conj_axes


# Orthonormal basis of symmetric 3x3 matrices
sym_basis = []
for i in range(3):
    for j in range(i, 3):
        M = np.zeros((3, 3))
        M[i, j] = M[j, i] = 1.0 if i == j else 1 / math.sqrt(2)
        sym_basis.append(M)
sym_basis = np.array(sym_basis)


def strain_rep(R):
    rotated = np.array([R @ M @ R.T for M in sym_basis])
    return np.einsum('kij,lij->kl', sym_basis, rotated)


def phason_rep(R):
    return np.kron(conjugate_rotation(R), R)


def full_rep(R):
    return block_diag(strain_rep(R), phason_rep(R))


def invariant_tensors(generators, degree):
    """Solve g.T = T for all symmetric tensors T of the given degree."""
    dim = len(generators[0])
    basis = []
    for idx in itertools.combinations_with_replacement(range(dim), degree):
        T = np.zeros((dim,) * degree)
        for perm in set(itertools.permutations(idx)):
            T[perm] = 1.0
        basis.append(T / np.linalg.norm(T))
    basis = np.array(basis)
    blocks = []
    for g in generators:
        if degree == 2:
            moved = np.einsum('ia,nab,jb->nij', g, basis, g, optimize=True)
        else:
            moved = np.einsum('ia,jb,kc,nabc->nijk', g, g, g, basis,
                              optimize=True)
        blocks.append((moved - basis).reshape(len(basis), -1))
    constraint = np.concatenate(blocks, axis=1).T
    _, s, vh = np.linalg.svd(constraint, full_matrices=False)
    return np.tensordot(vh[s < 1e-8], basis, axes=1)


# The group, by closure from two fivefold rotations
ico_gens = [rotation(axes[0], 2 * math.pi / 5),
            rotation(axes[1], 2 * math.pi / 5)]
group = [np.eye(3)]
seen = {tuple(np.rint(1000 * np.eye(3)).astype(int).ravel())}
for element in group:
    for g in ico_gens:
        product = g @ element
        key = tuple(np.rint(1000 * product).astype(int).ravel())
        if key not in seen:
            seen.add(key)
            group.append(product)
    assert len(group) <= 60
assert len(group) == 60
for g in group:
    Rc = conjugate_rotation(g)
    assert np.allclose(Rc @ Rc.T, np.eye(3))
    for h in ico_gens:
        assert np.allclose(conjugate_rotation(h @ g),
                           conjugate_rotation(h) @ Rc)

# Counts from the invariance equations
iso_gens = [rotation([0, 0, 1], 1.0), rotation([1, 0, 0], 1.0)]
cub_gens = [rotation([0, 0, 1], math.pi / 2), rotation([1, 0, 0], math.pi / 2)]
count = {}
for name, gens in (('isotropic', iso_gens), ('icosahedral', ico_gens),
                   ('cubic', cub_gens)):
    reps = [strain_rep(R) for R in gens]
    count[name] = [len(invariant_tensors(reps, d)) for d in (2, 3)]
assert count['isotropic'] == [2, 3]
assert count['icosahedral'] == [2, 4]
assert count['cubic'] == [3, 6]
third_tensors = invariant_tensors([strain_rep(R) for R in ico_gens], 3)
full_tensors = invariant_tensors([full_rep(R) for R in ico_gens], 2)
phason_count = len(invariant_tensors([phason_rep(R) for R in ico_gens], 2))
coupling_count = len(full_tensors) - phason_count - count['icosahedral'][0]
assert (len(full_tensors), phason_count, coupling_count) == (5, 2, 1)

# The same counts from characters
classes = {}
sums = np.zeros(5)
for g in group:
    ce, cw = np.trace(strain_rep(g)), np.trace(phason_rep(g))
    g2, g3 = g @ g, g @ g @ g
    ce2, cw2 = np.trace(strain_rep(g2)), np.trace(phason_rep(g2))
    ce3 = np.trace(strain_rep(g3))
    sums += [(ce**2 + ce2) / 2, (cw**2 + cw2) / 2, ce * cw,
             ((ce + cw)**2 + ce2 + cw2) / 2,
             (ce**3 + 3 * ce * ce2 + 2 * ce3) / 6]
    key = (round(np.trace(g), 4) + 0.0,
           round(np.trace(conjugate_rotation(g)), 4) + 0.0)
    old = classes.get(key, (0, 0, 0))
    classes[key] = (old[0] + 1, int(round(ce)), int(round(cw)))
assert np.allclose(sums / 60, [2, phason_count, coupling_count,
                               len(full_tensors), len(third_tensors)])
assert len(classes) == 5

# Orbits of axis pairs and triples
perms = [np.argmax(np.abs(signed_permutation(g)), axis=1) for g in group]


def orbits(items, ordered):
    left, found = set(items), []
    while left:
        start = next(iter(left))
        images = [tuple(int(p[a]) for a in start) for p in perms]
        orbit = set(images if ordered else [tuple(sorted(x)) for x in images])
        found.append(orbit)
        left -= orbit
    return found


pair_orbits = orbits(itertools.permutations(range(6), 2), True)
triple_orbits = orbits(itertools.combinations(range(6), 3), False)
assert len(pair_orbits) == 1 and [len(o) for o in triple_orbits] == [10, 10]
orbit_signs = []
for orbit in triple_orbits:
    signs = {int(np.sign(dots[a, b] * dots[b, c] * dots[c, a]))
             for a, b, c in orbit}
    assert len(signs) == 1
    orbit_signs.append(signs.pop())
assert sorted(orbit_signs) == [-1, 1]

# Gram matrices of the linear forms q_a and p_a
gram_q = np.linalg.eigvalsh(dots**2)
gram_p = np.linalg.eigvalsh(dots * (conj_axes @ conj_axes.T))
assert np.allclose(gram_q, [0.8] * 5 + [2.0])
assert np.allclose(gram_p, [0.0] + [1.2] * 5, atol=1e-12)


def q_forms(E):
    return np.einsum('ai,ij,aj->a', axes, E, axes)


def p_forms(W):
    return np.einsum('ai,ij,aj->a', conj_axes, W, axes)


def iso_part(E):
    t = np.trace(E)
    return 2 / 35 * (t**3 + 6 * t * np.trace(E @ E) + 8 * np.trace(E @ E @ E))


def J_invariant(E):
    return np.sum(q_forms(E)**3) - iso_part(E)


# Rotational average by exact quadrature on the sphere
z_nodes, z_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * math.pi * np.arange(16) / 16
radius = np.sqrt(1 - z_nodes**2)
sphere = np.stack([np.outer(radius, np.cos(phi)), np.outer(radius, np.sin(phi)),
                   np.outer(z_nodes, np.ones(16))], axis=-1).reshape(-1, 3)
weights = np.repeat(z_weights / 2, 16) / 16
for _ in range(5):
    E = rng.normal(size=(3, 3))
    E = E + E.T
    average = 6 * weights @ np.einsum('si,ij,sj->s', sphere, E, sphere)**3
    assert np.isclose(average, iso_part(E), rtol=1e-10, atol=1e-10)
    t = np.trace(E)
    assert np.isclose(np.sum(q_forms(E)), 2 * t)
    assert np.isclose(np.sum(q_forms(E)**2), 0.4 * (t**2 + 2 * np.trace(E @ E)))

# The explicit invariants span the numerically found invariant spaces
cubic_formula, cubic_found, quad_formula, quad_found = [], [], [], []
for _ in range(60):
    x = rng.normal(size=15)
    E = np.tensordot(x[:6], sym_basis, axes=1)
    W = x[6:].reshape(3, 3)
    t, s2, s3 = np.trace(E), np.trace(E @ E), np.trace(E @ E @ E)
    q, p = q_forms(E), p_forms(W)
    cubic_formula.append([s3, t * s2, t**3, J_invariant(E)])
    cubic_found.append(np.einsum('nijk,i,j,k->n', third_tensors,
                                 x[:6], x[:6], x[:6]))
    quad_formula.append([t**2, s2, np.sum(W**2), p @ p, q @ p])
    quad_found.append(np.einsum('nij,i,j->n', full_tensors, x, x))
for formula, found, size in ((cubic_formula, cubic_found, 4),
                             (quad_formula, quad_found, 5)):
    formula, found = np.array(formula), np.array(found)
    assert np.linalg.matrix_rank(formula) == size
    fit = np.linalg.lstsq(formula, found, rcond=None)[0]
    assert np.allclose(formula @ fit, found, atol=1e-9)

# Worked example, all moduli in GPa
lam, mu, A, B, C, D = 60.0, 50.0, -300.0, -150.0, -50.0, -500.0
K1, K2, K3 = 10.0, 5.0, 10.0
strain = 0.01
directions = {'fivefold': axes[0], 'threefold': np.ones(3) / math.sqrt(3),
              'twofold': np.array([0.0, 0.0, 1.0])}
expected_j = {'fivefold': 32 / 175, 'threefold': -32 / 315, 'twofold': -2 / 35}


def phonon_energy(E):
    t, E2 = np.trace(E), E @ E
    return (lam * t**2 / 2 + mu * np.trace(E2) + A / 3 * np.trace(E2 @ E)
            + B * t * np.trace(E2) + C / 3 * t**3 + D * J_invariant(E))


j_value, third_constant, stress = {}, {}, {}
for name, m in directions.items():
    mm = np.outer(m, m)
    j_value[name] = np.sum((axes @ m)**6) - 6 / 7
    assert np.isclose(j_value[name], expected_j[name])
    third_constant[name] = 2 * (A + 3 * B + C) + 6 * D * j_value[name]
    h = 0.1
    f = {k: phonon_energy(k * h * mm) for k in (-2, -1, 1, 2)}
    third_difference = (f[2] - 2 * f[1] + 2 * f[-1] - f[-2]) / (2 * h**3)
    assert np.isclose(third_difference, third_constant[name], rtol=1e-8)
    stress[name] = ((lam + 2 * mu) * strain
                    + third_constant[name] * strain**2 / 2)
    d = 1e-4
    slope = (phonon_energy((strain + d) * mm)
             - phonon_energy((strain - d) * mm)) / (2 * d)
    assert np.isclose(slope, stress[name], atol=1e-4)  # O(d^2) difference error


def quadratic_energy(x, lam_, mu_, k1, k2, k3):
    E = np.tensordot(x[:6], sym_basis, axes=1)
    W = x[6:].reshape(3, 3)
    q, p = q_forms(E), p_forms(W)
    return (lam_ * np.trace(E)**2 / 2 + mu_ * np.sum(E**2)
            + k1 * np.sum(W**2) / 2 + k2 * (p @ p) / 2 + k3 * (q @ p))


def hessian(*constants):
    unit = np.eye(15)
    single = [quadratic_energy(u, *constants) for u in unit]
    return np.array([[quadratic_energy(unit[i] + unit[j], *constants)
                      - single[i] - single[j] for j in range(15)]
                     for i in range(15)])


H = hessian(lam, mu, K1, K2, K3)
KH = K1 + 6 * K2 / 5
mix = K3 * math.sqrt(24) / 5
pair = np.linalg.eigvalsh([[2 * mu, mix], [mix, KH]])
predicted = sorted([3 * lam + 2 * mu] + [K1] * 4 + list(pair) * 5)
assert np.allclose(np.linalg.eigvalsh(H), predicted)
K3_limit = math.sqrt(25 / 12 * mu * KH)
assert np.linalg.eigvalsh(hessian(lam, mu, K1, K2, 0.999 * K3_limit))[0] > 0
assert np.linalg.eigvalsh(hessian(lam, mu, K1, K2, 1.001 * K3_limit))[0] < 0

# Uniform strain with relaxed phason strain
mu_eff = mu - 12 / 25 * K3**2 / KH
lam_eff = lam + 2 / 3 * (mu - mu_eff)
relaxed = H[:6, :6] - H[:6, 6:] @ np.linalg.solve(H[6:, 6:], H[6:, :6])
assert np.allclose(relaxed, hessian(lam_eff, mu_eff, 0, 0, 0)[:6, :6])
uniform_L = lam_eff + 2 * mu_eff

# Plane wave along m: phason strain restricted to the form V (x) m
wave_L = {}
for name, m in directions.items():
    U = np.zeros((15, 3))
    V = np.zeros((15, 3))
    for i in range(3):
        e = np.eye(3)[i]
        sym = (np.outer(e, m) + np.outer(m, e)) / 2
        U[:6, i] = np.einsum('kij,ij->k', sym_basis, sym)
        V[6:, i] = np.outer(e, m).ravel()
    cross = U.T @ H @ V
    acoustic = U.T @ H @ U - cross @ np.linalg.solve(V.T @ H @ V, cross.T)
    wave_L[name] = m @ acoustic @ m
    assert np.allclose(acoustic @ m, wave_L[name] * m, atol=1e-9)
assert np.isclose(wave_L['fivefold'], uniform_L)
assert wave_L['threefold'] > uniform_L + 1e-3
assert wave_L['twofold'] > uniform_L + 1e-3
assert abs(wave_L['threefold'] - wave_L['twofold']) > 1e-3

print('Group order (rotations):', len(group))
for name, values in count.items():
    print(f'{name}: second-order {values[0]}, third-order {values[1]} constants')
print('Orbits of ordered axis pairs:', len(pair_orbits))
print('Sizes of axis-triple orbits:', [len(o) for o in triple_orbits])
print('Gram eigenvalues of q forms:', np.round(gram_q, 4).tolist())
print('Gram eigenvalues of p forms:', (np.round(gram_p, 4) + 0.0).tolist())
print('Class: tr R, tr R-conjugate | size, chi(E), chi(W)')
for key, value in sorted(classes.items(), reverse=True):
    print(f'  {key[0]:8.4f} {key[1]:8.4f} | {value[0]:3d} {value[1]:3d} {value[2]:3d}')
print('Quadratic constants with phasons, total:', len(full_tensors))
print(f"  phonon {count['icosahedral'][0]}, phason {phason_count}, "
      f"coupling {coupling_count}")
print(f'Inputs lambda, mu: {lam:.0f}, {mu:.0f} GPa')
print(f'Inputs A, B, C, D: {A:.0f}, {B:.0f}, {C:.0f}, {D:.0f} GPa')
print(f'Inputs K1, K2, K3: {K1:.0f}, {K2:.0f}, {K3:.0f} GPa')
print(f'Uniaxial Green-Lagrange strain: {strain:.2f} (dimensionless)')
print(f'Linear part of normal stress: {(lam + 2 * mu) * strain:.4f} GPa')
print(f'Isotropic third-order part 2(A+3B+C): {2 * (A + 3 * B + C):.1f} GPa')
for name in directions:
    print(f'{name}: j = {j_value[name]:.6f} (dimensionless)')
    print(f'  third-order longitudinal constant = {third_constant[name]:.1f} GPa')
    print(f'  normal second Piola-Kirchhoff stress = {stress[name]:.4f} GPa')
print(f'Stiffness K_H = K1 + 6 K2/5: {KH:.2f} GPa')
print(f'Stability limit of |K3|: {K3_limit:.2f} GPa')
print(f'Coupled-sector eigenvalues: {pair[0]:.3f}, {pair[1]:.3f} GPa')
print(f'Frozen-phason longitudinal modulus: {lam + 2 * mu:.3f} GPa')
print(f'Relaxed uniform lambda, mu: {lam_eff:.3f}, {mu_eff:.3f} GPa')
print(f'Relaxed uniform longitudinal modulus: {uniform_L:.3f} GPa')
for name in directions:
    print(f'Relaxed plane-wave modulus, {name}: {wave_L[name]:.3f} GPa')
print('ALL CHECKS PASSED')
```

Running it gives:

```
Group order (rotations): 60
isotropic: second-order 2, third-order 3 constants
icosahedral: second-order 2, third-order 4 constants
cubic: second-order 3, third-order 6 constants
Orbits of ordered axis pairs: 1
Sizes of axis-triple orbits: [10, 10]
Gram eigenvalues of q forms: [0.8, 0.8, 0.8, 0.8, 0.8, 2.0]
Gram eigenvalues of p forms: [0.0, 1.2, 1.2, 1.2, 1.2, 1.2]
Class: tr R, tr R-conjugate | size, chi(E), chi(W)
    3.0000   3.0000 |   1   6   9
    1.6180  -0.6180 |  12   1  -1
    0.0000   0.0000 |  20   0   0
   -0.6180   1.6180 |  12   1  -1
   -1.0000  -1.0000 |  15   2   1
Quadratic constants with phasons, total: 5
  phonon 2, phason 2, coupling 1
Inputs lambda, mu: 60, 50 GPa
Inputs A, B, C, D: -300, -150, -50, -500 GPa
Inputs K1, K2, K3: 10, 5, 10 GPa
Uniaxial Green-Lagrange strain: 0.01 (dimensionless)
Linear part of normal stress: 1.6000 GPa
Isotropic third-order part 2(A+3B+C): -1600.0 GPa
fivefold: j = 0.182857 (dimensionless)
  third-order longitudinal constant = -2148.6 GPa
  normal second Piola-Kirchhoff stress = 1.4926 GPa
threefold: j = -0.101587 (dimensionless)
  third-order longitudinal constant = -1295.2 GPa
  normal second Piola-Kirchhoff stress = 1.5352 GPa
twofold: j = -0.057143 (dimensionless)
  third-order longitudinal constant = -1428.6 GPa
  normal second Piola-Kirchhoff stress = 1.5286 GPa
Stiffness K_H = K1 + 6 K2/5: 16.00 GPa
Stability limit of |K3|: 40.82 GPa
Coupled-sector eigenvalues: 14.872, 101.128 GPa
Frozen-phason longitudinal modulus: 160.000 GPa
Relaxed uniform lambda, mu: 62.000, 47.000 GPa
Relaxed uniform longitudinal modulus: 156.000 GPa
Relaxed plane-wave modulus, fivefold: 156.000 GPa
Relaxed plane-wave modulus, threefold: 159.333 GPa
Relaxed plane-wave modulus, twofold: 158.857 GPa
ALL CHECKS PASSED
```
